# Shockley–Ramo Terminal Currents in Devices with Spatially Varying Permittivity

## Definitions and conventions

The device fills a volume $\Omega$ whose boundary consists of electrodes $S_k$ and insulating surfaces. The unit normal $\mathbf n$ points out of $\Omega$. Electrode $k$ has potential $V_k(t)$, and $I_k$ is the current entering the device through it.

The fields are quasi-static, $\mathbf E=-\nabla\phi$, and
$$\mathbf D=-\varepsilon(\mathbf r)\nabla\phi+\mathbf P_0(\mathbf r).$$
The permittivity $\varepsilon$ is scalar, independent of time and field, and may jump at interfaces. The polarization $\mathbf P_0$ is static. The charge density $\rho$ contains mobile, trapped and fixed charge; $\mathbf J$ is the current density of mobile charge. Bound charge is already described by $\varepsilon$ and $\mathbf P_0$, so it is not counted in $\mathbf J$. Interface charge is treated as a thin layer of volume charge.

At insulating surfaces $\mathbf n\cdot\mathbf J=0$ and $\mathbf n\cdot\partial_t\mathbf D=0$. Constant offsets between $\phi$ and $V_k$ at the contacts are allowed, because time derivatives will remove them.

## Simple case: a charge sheet between two plates

Take plates of area $A$ at $x=0$ (cathode, potential zero) and $x=L$ (anode, potential $V$), with permittivity $\varepsilon(x)$ and $\mathbf P_0=0$. A sheet of charge $\sigma$ per area sits at $x=s(t)$ and moves with velocity $v=\dot s$. Define
$$S=\int_0^L\frac{dx}{\varepsilon(x)},\qquad w(x)=\frac1S\int_0^x\frac{dx'}{\varepsilon(x')} .$$

By Gauss's law $D$ equals a constant $D_0$ left of the sheet and $D_0+\sigma$ right of it. The bias fixes $D_0$:
$$V=-\int_0^L\frac{D}{\varepsilon}\,dx=-D_0S-\sigma\int_s^L\frac{dx}{\varepsilon}=-D_0S-\sigma S[1-w(s)],$$
so $D_0=-V/S-\sigma[1-w(s)]$. At the anode
$$D(L)=D_0+\sigma=-\frac VS+\sigma w(s).$$
The normal from the anode metal into the device points along $-x$, so the anode charge is
$$Q=-A\,D(L)=\frac{A}{S}V-A\sigma\,w(s).$$
While no carrier reaches the anode, the external circuit supplies all of its charge, and
$$I=\dot Q=\frac AS\frac{dV}{dt}-A\sigma v\,w'(s),\qquad w'(s)=\frac{1}{\varepsilon(s)S}. \tag{1}$$
The first term comes from the changing voltage, the second from the moving charge. Electrons ($\sigma<0$) moving towards the anode ($v>0$) give a positive current into the device there.

**Limits.** For uniform $\varepsilon$, $S=L/\varepsilon$ and the carrier term becomes $-A\sigma v/L$, independent of permittivity. Now let a semiconductor of thickness $d_s$ and permittivity $\varepsilon_s$ carry a film with $d_f$, $\varepsilon_f$ on the anode side. At their interface
$$w_i=\frac{d_s/\varepsilon_s}{d_s/\varepsilon_s+d_f/\varepsilon_f}.$$
For $d_f\to0$ this tends to 1, and a full crossing induces the whole moving charge. For $d_f\to\infty$ it tends to 0: the distant anode hardly responds.

## Numbers for a CdTe layer with an insulating film

A CdTe layer of 100 µm and relative permittivity 10 carries a 10 µm film of relative permittivity 3. The area is 1 mm². At the instant considered the bias is 20 V and rises at 10 V/µs. A light pulse absorbed near the bare cathode launches $10^6$ electrons with mobility 1000 cm²/Vs. This number counts only the electrons that escape into the layer, not those that diffuse back into the cathode. The holes enter the cathode in a time short compared with the electron transit, and their brief current is neglected. The electrons cross the CdTe and stop at the film.

Here $\varepsilon_0S=100/10+10/3=13.33$ µm. The field magnitudes are
$$E_s=\frac{20\ \mathrm V}{10\times13.33\ \mu\mathrm m}=0.0015\ \mathrm{MV/cm},\qquad E_f=\frac{10}{3}E_s=0.0050\ \mathrm{MV/cm}.$$
They account for 15 V across the CdTe and 5 V across the film. The drift speed is $1000\times1500=1.5\times10^6$ cm/s, and the transit takes 6.67 ns.

The capacitance is $A/S=0.664$ pF, so the capacitive current is $0.664\ \mathrm{pF}\times10\ \mathrm{V}/\mu\mathrm s=6.64$ µA. The moving charge is 160.2 fC and $w'=75$ cm⁻¹, so the carrier current is
$$160.2\ \mathrm{fC}\times1.5\times10^6\ \mathrm{cm/s}\times75\ \mathrm{cm^{-1}}=18.0\ \mu\mathrm A.$$
The total is 24.7 µA. Differentiating the anode charge numerically, with the field found from Gauss's law and the bias, gives the same value.

No electron reaches the anode, so its current is entirely displacement current at the metal surface. Yet carriers cause 73 % of it. "Displacement current at the electrode" and "current due to voltage change" are different quantities.

At fixed bias a full crossing induces $0.75\times160.2=120.2$ fC. The remaining 40 fC is no loss of charge. The cathode receives 160.2 fC from the holes and passes 120.2 fC through the circuit to the anode, which leaves 40 fC on the cathode. The two electrode charges together balance the electrons held at the film.

A weighting potential that ignored the permittivity step would give $100/110=0.909$ instead of 0.750. With the drift speed held fixed, this overestimates both the induced charge and the carrier current by 21 % relative to the correct values.

## General geometry

Gauss's law $\nabla\cdot\mathbf D=\rho$ and continuity $\partial_t\rho+\nabla\cdot\mathbf J=0$ give
$$\nabla\cdot\mathbf J_t=0,\qquad \mathbf J_t=\mathbf J+\partial_t\mathbf D. \tag{2}$$
The terminal current is the inward flux of this total current:
$$I_k=-\int_{S_k}\mathbf J_t\cdot\mathbf n\,dS. \tag{3}$$

Let $w$ be any continuous, piecewise smooth function equal to 1 on $S_k$ and 0 on the other electrodes. Since $\mathbf J_t\cdot\mathbf n=0$ on insulating surfaces,
$$-I_k=\int_{\partial\Omega}w\,\mathbf J_t\cdot\mathbf n\,dS=\int_\Omega\left(\nabla w\cdot\mathbf J_t+w\,\nabla\cdot\mathbf J_t\right)dV .$$
The last term vanishes by (2). With $\partial_t\mathbf D=-\varepsilon\nabla\psi$ and $\psi=\partial_t\phi$,
$$I_k=-\int\nabla w\cdot\mathbf J\,dV+\int\varepsilon\nabla w\cdot\nabla\psi\,dV. \tag{4}$$

The second integral still requires the field inside the device. To reduce it to electrode values, choose $w=w_k$ such that
$$\nabla\cdot(\varepsilon\nabla w_k)=0,\qquad w_k=\begin{cases}1&\text{on }S_k\\0&\text{on other electrodes,}\end{cases}\qquad \mathbf n\cdot\varepsilon\nabla w_k=0\ \text{on insulating surfaces}.$$
Then $\varepsilon\nabla w_k\cdot\nabla\psi=\nabla\cdot(\psi\,\varepsilon\nabla w_k)$. Apply the divergence theorem in each material separately. The contributions from the two sides of an interface cancel, because $\psi$ and the normal component of $\varepsilon\nabla w_k$ are continuous there. A static dipole layer may make $\phi$ jump, but it leaves $\psi$ continuous. On $S_j$, $\psi=dV_j/dt$. Hence
$$\int\varepsilon\nabla w_k\cdot\nabla\psi\,dV=\sum_j\frac{dV_j}{dt}\,C_{kj},\qquad C_{kj}=\int_{S_j}\varepsilon\nabla w_k\cdot\mathbf n\,dS.$$
Because $w_j$ is 1 on $S_j$ and 0 on the other electrodes, the same theorem gives
$$C_{kj}=\int_{\partial\Omega}w_j\,\varepsilon\nabla w_k\cdot\mathbf n\,dS=\int_\Omega\varepsilon\nabla w_k\cdot\nabla w_j\,dV .$$
The terminal-current formula is therefore
$$\boxed{I_k=\sum_jC_{kj}\frac{dV_j}{dt}-\int_\Omega\mathbf J\cdot\nabla w_k\,dV.} \tag{5}$$

**Limits.** Between plates, $w_k$ depends on $x$ alone and $\varepsilon w_k'$ is constant, which restores (1). For a point charge $q$ at $\mathbf r(t)$ and fixed voltages, $\mathbf J=q\mathbf v\,\delta(\mathbf r'-\mathbf r)$, so
$$I_k=-q\mathbf v\cdot\nabla w_k=-\frac{d}{dt}\left[q\,w_k(\mathbf r(t))\right].$$
The charge delivered by the circuit depends on the end points of the path, not on the speed along it.

**Current conservation.** The sum $\sum_kw_k$ equals 1 on every electrode and obeys the weighting equation, so it is 1 throughout the device. Its gradient vanishes. Therefore $\sum_kC_{kj}=0$, and (5) gives $\sum_kI_k=0$.

## What the separation means

The current $\mathbf J$ responds to the voltages, so the second term of (5) is not independent of them. In a depletion layer, for example, the carriers that move when its edge shifts contribute through $\mathbf J$. The matrix $C_{kj}$ is the capacitance of the dielectric structure with its charge held in place; the measured small-signal capacitance can differ from it when the mobile charge responds to the signal.

The displacement current at electrode $k$ is the terminal current minus the conduction current entering there:
$$I_k^{\rm disp}=I_k+\int_{S_k}\mathbf J\cdot\mathbf n\,dS .$$
Since
$$\int_{S_k}\mathbf J\cdot\mathbf n\,dS=\int_{\partial\Omega} w_k\mathbf J\cdot\mathbf n\,dS=\int(\nabla w_k\cdot\mathbf J+w_k\nabla\cdot\mathbf J)\,dV,$$
the gradient terms cancel. Using continuity once more,
$$I_k^{\rm disp}=\sum_jC_{kj}\frac{dV_j}{dt}-\int w_k\frac{\partial\rho}{\partial t}\,dV. \tag{6}$$
The surface displacement current thus contains the capacitive current and the image of charge being stored inside.

Suppose the carrier term is evaluated with another function $\tilde w_k$ that has the same electrode values, while the correct $C_{kj}$ is kept. The difference $\tilde w_k-w_k$ vanishes on all electrodes, so the error (approximate minus correct) is
$$\delta I_k=-\int\nabla(\tilde w_k-w_k)\cdot\mathbf J\,dV=\int(\tilde w_k-w_k)\nabla\cdot\mathbf J\,dV=-\int(\tilde w_k-w_k)\frac{\partial\rho}{\partial t}\,dV. \tag{7}$$
In steady state it vanishes, so a steady current cannot reveal a wrong permittivity in the weighting potential. A transient can.

## The same identity on a mesh

Let $(B\phi)_e=\phi_b-\phi_a$ for an edge $e$ directed from node $a$ to node $b$. Let $g$ be the diagonal matrix of permittivity times cross-section divided by edge length. The edge fluxes of $\mathbf D$ are $F=-gB\phi+P$, with $P$ static. The net outflow from the nodes is $-B^TF$, so Gauss's law and the charge update at nodes outside the electrodes read
$$-B^TF=Q,\qquad \frac{\Delta Q}{\Delta t}=B^TJ .$$
Here $\Delta$ denotes the change over one time step and $J$ holds the carrier currents along the edges. Subtracting the charge update from the difference of Gauss's law gives $-B^T(J+\Delta F/\Delta t)=0$ at these nodes. Summing the outflow over the nodes of electrode $k$ is then the same as weighting all nodes with the vector $w_k$:
$$I_k=-w_k^TB^T\left(J+\frac{\Delta F}{\Delta t}\right)=-(Bw_k)^TJ+w_k^TK\frac{\Delta\phi}{\Delta t},\qquad K=B^TgB .$$
Solve $w_k$ with this same Poisson matrix, so that $(Kw_k)_i=0$ at every node $i$ outside the electrodes. As $K$ is symmetric, only electrode nodes remain in the last term:
$$I_k=\sum_jC_{kj}\frac{\Delta V_j}{\Delta t}-(Bw_k)^TJ,\qquad C_{kj}=w_j^TKw_k. \tag{8}$$
Apart from roundoff and solver error, this holds for any mesh spacing and time step, provided $J$ is the flux used in the charge update. It does not show that $J$ itself is accurate; that still depends on the mesh and the time step.

**Test on a transient.** In units where the elementary charge, thermal voltage and diffusion coefficient are 1, take a rectangle 1.5 wide and 1.0 high with mesh spacing 0.05. The semiconductor occupies $y<0.8$ with $\varepsilon=8+3x$ and donor density 4; an insulator with $\varepsilon=3$ lies above it. Source and drain cover the left and right sides up to $y=0.6$, and the gate covers the top of the insulator from $x=0.4$ to $x=1.1$. Their potentials are $0$, $3+5t$ and $6+3t$. A static polarization with random edge values is included. The electron density starts equal to the donor density and follows Scharfetter–Gummel fluxes for 60 steps of $2\times10^{-4}$.

At the last step the currents are:

| | surface conduction | surface displacement | capacitive | carrier | total |
|---|---|---|---|---|---|
| source | −16.09 | −22.52 | −28.87 | −9.74 | −38.61 |
| drain | −0.97 | 32.54 | 26.92 | 4.65 | 31.58 |
| gate | 0.00 | 7.04 | 1.95 | 5.09 | 7.04 |

The first two columns and the next two are different divisions of the same total. Over the whole run the totals agree to $2.2\times10^{-11}$ of the largest terminal current.

At the drain, the conduction and carrier terms even differ in sign. Equation (6) accounts for this. Surface displacement minus capacitive current is 6.36, 5.62 and 5.09 at source, drain and gate, 17.06 in all when summed before rounding. This is the rate at which the device gains negative charge, and it matches the total conduction current of −17.06 within rounding. Electrons are accumulating inside.

With the weighting potential computed for uniform permittivity and the correct $C_{kj}$ retained, the largest gate-current error is 54 % of the largest gate current in the run. The errors at all three terminals agree with (7), including its sign.

## The CdTe example beside a real device

The CdTe inputs are rough typical values, and fields of this order are used in CdTe radiation detectors. Such detectors are often thicker than this layer, and the 10 µm film is deliberately thick; a thinner film brings $w_i$ closer to 1. Electrons created within roughly $k_BT/(eE_s)\approx0.17$ µm of the cathode, where $e$ is the elementary charge, can easily diffuse back into it, so the light pulse must generate more than the $10^6$ electrons counted here. Two further effects can change the speed. With a rough saturation velocity of $10^7$ cm/s, the generic law $v/(1+v/v_{\rm sat})$ would lower the speed and the carrier current by 13 %, from 18.0 to about 15.7 µA. This overstates the effect in CdTe, where polar-phonon scattering keeps the electron speed nearly proportional to the field at 1.5 kV/cm; the figure is a pessimistic bound, not the expected correction. Operation at 330 K instead of 300 K, with mobility assumed to vary as $T^{-3/2}$, gives a separate reduction of 13 %. Neither changes the 120 fC induced by a full crossing, because that depends on the end points alone.

Diffusion broadens the sheet to a standard deviation $\sqrt{2Dt}$ of about 5.9 µm, 6 % of the CdTe thickness (about 14 µm full width at half maximum), and so blurs the end of the pulse. Trapping with a 1 µs lifetime removes about 0.3 % of the induced charge, and the sheet's own field is about 0.6 % of the drift field. Together with the charge induced on the electrodes, it changes the field next to the sheet by at most about 1.2 %. The ratio of thickness to side length is 0.11, so edge effects are not zero. Without a guard ring, fringing raises the capacitance: slightly if the layers end at the electrode edges, more strongly if the layers and the cathode extend well beyond the anode. If the layers extend beyond the anode, the weighting potential at the film falls below 0.75 within about a layer thickness of the anode's edge, with or without a ring; with a ring, electrons near the edge also induce charge on the ring. The carrier term of the plate formula then assumes that the light falls well inside the anode area. Breakdown, tunnelling through the film, degeneracy and retardation are negligible for these inputs; their sizes are in the numerical output.

The bias must also be recent. Conduction in the CdTe slowly moves the voltage onto the film. The interface charges through the CdTe resistance, with both layer capacitances in parallel, so the time constant is $\rho_s\varepsilon_s(1+C_f/C_s)$, where $\rho_s$ is the resistivity and $C_s$, $C_f$ are the layer capacitances. For $10^9$ Ω cm, $\rho_s\varepsilon_s=0.89$ ms; here $C_f/C_s=(3/10)/(10/100)=3$, which gives about 3.5 ms (four times the unrounded 0.885 ms). A 2 µs ramp to 20 V is then fast enough, and after many milliseconds the drift field would be much smaller. This estimate assumes a cathode that supplies only the ohmic current, about 15 nA at 15 V. A blocking cathode supplies less and lengthens the time. A cathode that injects electrons freely would pass a space-charge-limited current of order $\tfrac98\varepsilon_s\mu V_s^2A/d_s^3\approx2$ mA, with $\mu$ the mobility and $V_s=15$ V across the CdTe, because the transit time is much shorter than the relaxation time and the trapping lifetime. That current would charge the interface within tens of nanoseconds, so the example requires a non-injecting cathode.

## When the formula needs another term

If the polarization changes, for instance through strain in a piezoelectric wide-gap transistor, $\partial_t\mathbf D$ gains $\partial_t\mathbf P_0$, and (5) gains $-\int\nabla w_k\cdot\partial_t\mathbf P_0\,dV$. If the permittivity changes with time, the added term is $-\int\nabla w_k\cdot(\partial_t\varepsilon)\mathbf E\,dV$, with $w_k$ solved for the instantaneous $\varepsilon$. Both currents can flow even when the electrode voltages are constant and no mobile carriers are present; the second then requires a nonzero field. If the device is so large or so fast that $\mathbf E$ is no longer $-\nabla\phi$, the step from (3) to (4) fails and the full electromagnetic field is needed.

## Table of computed values

```
2D transient, dimensionless, last time step
source: at surface conduction -16.0949, displacement -22.5159, total -38.6108
source: formula capacitive -28.8717, carrier -9.7392, total -38.6108
drain: at surface conduction -0.9669, displacement 32.5419, total 31.5750
drain: formula capacitive 26.9223, carrier 4.6527, total 31.5750
gate: at surface conduction 0.0000, displacement 7.0359, total 7.0359
gate: formula capacitive 1.9494, carrier 5.0865, total 7.0359
largest relative closure error: 2.2e-11
gate error with uniform-permittivity weighting: 53.6 %
sign of error relative to -int (w_wrong-w) drho/dt: +1
CdTe layer with insulating film; rough typical inputs
thickness CdTe 100 um, film 10 um; area 1 mm2
relative permittivity CdTe 10, film 3
bias 20 V, ramp 10 V/us, T 300 K
mobility 1000 cm2/Vs, electrons 1e+06
field CdTe 0.00150, film 0.00500 MV/cm
drift speed 1.500e+06 cm/s; transit time 6.667 ns
weighting potential at film interface: 0.7500
weighting-potential slope in CdTe: 75.00 1/cm
capacitance: 0.6641 pF
capacitive current: 6.641 uA
carrier current: 18.024 uA
formula total: 24.665 uA
total from electrode charge: 24.665 uA
carrier share of anode current: 73.1 %
moving charge 160.22 fC, induced 120.16 fC
uniform-permittivity fraction 0.9091, overestimate 21.2 %
Neglected effects, rough sizes
velocity saturation (v_sat 1e+07 cm/s), speed loss v/(1+v/v_sat): 13.0 %
diffusion width: 5.87 um, 5.9 % of CdTe
trapping (lifetime 1 us), induced-charge loss: 0.33 %
sheet self-field bound: 0.60 % of drift field
bias change during transit: 0.33 %
mobility loss at 330 K for T^-1.5 law: 13.3 %
dielectric relaxation (1e9 ohm cm): 0.89 ms
field/breakdown: CdTe (at 0.1 MV/cm) 0.015, film (at 1 MV/cm) 0.0050
tunnelling exponent through film, 1 eV barrier, mass 0.1 m_e: 3.2e+04
initial density/band density (depth 0.3 um): 4.2e-06
thickness/side (fringing without guard ring): 0.11
light crossing time/transit time: 1.6e-03
```
